# Lowest-band effective mass in a one-dimensional local periodic potential

## Result

A particle of constant mass $m$ moves in one dimension with

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+V(x),\qquad V(x+a)=V(x).$$

The potential is real, bounded, piecewise continuous and local, which means that it acts by multiplying the wave function by $V(x)$. Let $u(x)$ be the lowest state at Bloch wave number $k=0$, with energy $E_0$, and let $\langle\cdot\rangle$ be the mean over one period. Then $u$ has no node, the lowest band $E(k)$ has its bottom at $k=0$, and the mass defined by $E(k)=E_0+\hbar^2k^2/2m^*+O(k^4)$ is

$$\boxed{\frac{m^*}{m}=\langle u^2\rangle\langle u^{-2}\rangle\ \ge 1.}$$

Equality holds only for constant $V$. The normalization of $u$ cancels. The derivation also encloses the whole band, for $|k|\le\pi/a$:

$$\frac{\hbar^2}{m^*a^2}(1-\cos ka)\ \le\ E(k)-E_0\ \le\ \frac{\hbar^2k^2}{2m^*}.$$

## 1. A simple case: the weak lattice

Take $V=V_0\sin^2(\pi x/a)$ and measure energies in $E_R=\pi^2\hbar^2/2ma^2$. With $q=ka/\pi$ and $v=V_0/E_R$, the plane waves $e^{i\pi(q+2n)x/a}$ have kinetic energies $(q+2n)^2$. Since

$$V/E_R=\frac v2-\frac v4\left(e^{2\pi ix/a}+e^{-2\pi ix/a}\right),$$

the potential couples neighbouring $n$ with strength $-v/4$. To second order, the state $n=0$ is pushed down by $n=\pm1$:

$$\frac{E}{E_R}=\frac v2+q^2-\frac{v^2}{16}\left[\frac1{4+4q}+\frac1{4-4q}\right]
=\frac v2+q^2-\frac{v^2}{32}\,\frac{1}{1-q^2},$$

because $(2\pm q)^2-q^2=4\pm4q$. This requires the coupling $v/4$ to be small against $4(1-|q|)$, so it fails near the zone edge $|q|=1$; only small $q$ is needed here. The coefficient of $q^2$ is $m/m^*=1-v^2/32$, so $m^*/m=1+v^2/32$ to this order.

Now the other side. At $k=0$ the first-order amplitudes of $n=\pm1$ are $-(-v/4)/4=v/16$, hence $u=1+\epsilon\cos(2\pi x/a)$ with $\epsilon=v/8$. The second-order part of $u$ can be chosen with zero mean, and then it changes neither mean below at order $\epsilon^2$. With $\langle\cos^2\rangle=1/2$,

$$\langle u^2\rangle=1+\tfrac12\epsilon^2,\qquad
\langle u^{-2}\rangle=\langle1-2\epsilon\cos+3\epsilon^2\cos^2\rangle=1+\tfrac32\epsilon^2.$$

The product is $1+2\epsilon^2=1+v^2/32$, in agreement. The task is now to remove the assumption of weakness.

## 2. The $k=0$ ground state has no node

Among periodic functions of unit norm, $u$ minimizes

$$\int_0^a\left(\frac{\hbar^2}{2m}|f'|^2+V|f|^2\right)dx.$$

A minimum exists because the cell is finite and $V$ is bounded. As $H$ is real, the minimizer may be taken real. Replacing $f$ by $|f|$ leaves the integral unchanged, so $|f|$ is also a minimizer and solves the Schrödinger equation; its derivative is therefore continuous. If $|f|$ vanished at a point, that point would be its minimum and the slope there would vanish too. A solution of a second-order equation with zero value and zero slope at one point is zero everywhere, which is excluded. So $u=|f|>0$.

The state is also unique up to a factor. If there were two independent real ones, some combination would vanish at a chosen point, which has just been ruled out. Being continuous and positive on a finite cell, $u$ stays above a positive constant, so division by $u$ is safe.

## 3. Removing the potential

Write any Bloch function of wave number $k$ as $\psi=u\varphi$. Since $u$ is periodic, $\varphi(x+a)=e^{ika}\varphi(x)$. The equation for $u$ reads $(\hbar^2/2m)u''=(V-E_0)u$, and therefore

$$(H-E_0)u\varphi=-\frac{\hbar^2}{2m}\left(u''\varphi+2u'\varphi'+u\varphi''\right)+(V-E_0)u\varphi
=-\frac{\hbar^2}{2m}\left(2u'\varphi'+u\varphi''\right).$$

The cancellation uses locality: $V$ multiplies $u\varphi$ just as it multiplies $u$. Multiplying by $\psi^*=u\varphi^*$ gives $-(\hbar^2/2m)\,\varphi^*(u^2\varphi')'$. Integrate by parts over a cell. The boundary term contains $u^2\varphi^*\varphi'$ at the two ends, where the factors $e^{-ika}$ and $e^{ika}$ cancel, so the ends contribute equal and opposite amounts:

$$\int_0^a\psi^*(H-E_0)\psi\,dx=\frac{\hbar^2}{2m}\int_0^a u^2|\varphi'|^2dx .$$

By the variational principle at fixed $k$,

$$E(k)-E_0=\frac{\hbar^2}{2m}\,\min_\varphi\frac{\int_0^a u^2|\varphi'|^2dx}{\int_0^a u^2|\varphi|^2dx}\ \ge0. \tag{1}$$

This proves that the band bottom is at $k=0$. In the limit of constant $V$, $u$ is constant, $\varphi=e^{ikx}$, and (1) returns $\hbar^2k^2/2m$.

## 4. An upper bound from a steady flow

Define $I=\int_0^a u^{-2}dx$ and $J=\int_0^a u^2dx$. Try a pure phase, $\varphi=e^{ika\theta(x)}$, where $\theta$ must grow by 1 per period. The numerator of (1) is then $k^2a^2\int u^2\theta'^2dx$. Making it stationary at fixed $\int\theta'dx=1$ requires $u^2\theta'$ to be constant, so

$$\theta'(x)=\frac{1}{I\,u(x)^2}.$$

The probability current of $u\varphi$ is $(\hbar/m)u^2ka\theta'=\hbar ka/(mI)$, the same at every $x$. The phase must turn fastest where the density is low, and that is where the factor $\langle u^{-2}\rangle$ comes from.

Inserting $|\varphi'|^2=k^2a^2/(I^2u^4)$ and $|\varphi|=1$ into (1),

$$E(k)-E_0\le\frac{\hbar^2}{2m}\,\frac{k^2a^2/I}{J}=\frac{\hbar^2k^2}{2mM},\qquad
M=\frac{IJ}{a^2}=\langle u^2\rangle\langle u^{-2}\rangle. \tag{2}$$

## 5. A lower bound, and the mass

Let $\varphi$ now belong to the true lowest state at $k$. Its modulus is periodic and has a maximum at some $x_0$. The integrands in (1) are periodic, so the cell may start at $x_0$. There

$$\int_{x_0}^{x_0+a}\varphi'\,dx=(e^{ika}-1)\varphi(x_0),\qquad |e^{ika}-1|^2=2-2\cos ka.$$

The Cauchy–Schwarz inequality, applied to $\varphi'=(u\varphi')(1/u)$, gives

$$2(1-\cos ka)\,|\varphi(x_0)|^2\le I\int u^2|\varphi'|^2dx .$$

Since $|\varphi|\le|\varphi(x_0)|$, the denominator of (1) is at most $J|\varphi(x_0)|^2$. Dividing,

$$E(k)-E_0\ge\frac{\hbar^2}{2m}\,\frac{2(1-\cos ka)}{IJ}=\frac{\hbar^2}{mMa^2}(1-\cos ka). \tag{3}$$

Using $1-\cos z\ge z^2/2-z^4/24$ with $z=ka$, (2) and (3) combine to

$$0\le\frac{\hbar^2k^2}{2mM}-\left[E(k)-E_0\right]\le\frac{\hbar^2a^2k^4}{24\,mM}.$$

The coefficient of $k^2$ is thereby fixed: $m^*=Mm$. No expansion in the potential was made.

Constant $V$ meets the upper bound. The lower bound has the shape of a band with hopping between nearest neighbours alone, $E=E_0+2t(1-\cos ka)$ with $m^*=\hbar^2/2ta^2$. A deep lattice with one well per period approaches this shape, because hopping to farther neighbours becomes negligible. It does not reach it for $0<|k|\le\pi/a$: equality in (3) would need both $|\varphi|$ and $u^2\varphi'$ to be constant. Then $\varphi$ would move along a straight line in the complex plane at fixed modulus, so it would be constant, against $\varphi(x+a)=e^{ika}\varphi(x)$. At $k=\pi/a$ the bounds confine the rise of the band between $2\hbar^2/m^*a^2$ and $\pi^2\hbar^2/2m^*a^2$, a factor of $\pi^2/4\approx2.5$ apart.

The inequality for the mass is one more use of Cauchy–Schwarz:

$$1=\left\langle u\cdot u^{-1}\right\rangle^2\le\langle u^2\rangle\langle u^{-2}\rangle .$$

Equality requires $u\propto1/u$, so $u$ is constant, and then $(V-E_0)u=0$ makes $V$ constant. Wells and barriers alike make the density uneven, so both raise the mass.

These statements were tested on six random potentials without mirror symmetry, each with three complex harmonics whose real and imaginary parts had unit variance in units of $E_R$. The mass formula agreed with the curvature of the diagonalized band to a relative $9\times10^{-8}$ at worst, and both bounds held at 20 wave numbers up to the zone edge.

## 6. Second case: square barriers

Let $V=0$ in wells of width $w$ and $V=U$ in barriers of width $b$, with $a=w+b$ and $0<E<U$. Put $\alpha^2=2mE/\hbar^2$ and $\beta^2=2m(U-E)/\hbar^2$. At $k=0$, measuring $x$ from the well centre and $y$ from the barrier centre,

$$u=\cos\alpha x\ \text{(well)},\qquad u=B\cosh\beta y\ \text{(barrier)},\qquad B=\frac{\cos(\alpha w/2)}{\cosh(\beta b/2)}.$$

Continuity of the slope fixes $E_0$ through $\alpha\tan(\alpha w/2)=\beta\tanh(\beta b/2)$. The integrals of $\sec^2$ and $\mathrm{sech}^2$ are elementary:

$$I=\frac2\alpha\tan\frac{\alpha w}2+\frac{2}{\beta B^2}\tanh\frac{\beta b}2
=\frac2\alpha\tan\frac{\alpha w}2+\frac{\sinh\beta b}{\beta\cos^2(\alpha w/2)} .$$

For thick barriers at fixed $w$ and $U$, $\alpha$ tends to its value in an isolated well and $J$ stays finite. Then $m^*/m=IJ/a^2$ grows as $e^{\beta b}/a^2$. The exponential is the inverse of the tunnelling factor $e^{-\beta b}$, and it enters through $1/u^2$ under the barrier.

The curvature can be found without $u$. The pair $(\psi,\psi')$ is carried across well and barrier by

$$T_w=\begin{pmatrix}\cos\alpha w&\alpha^{-1}\sin\alpha w\\-\alpha\sin\alpha w&\cos\alpha w\end{pmatrix},\quad
T_b=\begin{pmatrix}\cosh\beta b&\beta^{-1}\sinh\beta b\\\beta\sinh\beta b&\cosh\beta b\end{pmatrix}.$$

Both have determinant 1, so the eigenvalues of $T_bT_w$ for a Bloch state are $e^{\pm ika}$ and its trace is $2\cos ka$:

$$\cos ka=\cos\alpha w\cosh\beta b+\frac{\beta^2-\alpha^2}{2\alpha\beta}\sin\alpha w\sinh\beta b .$$

For $w=0.6a$, $b=0.4a$ and $U=30\,\hbar^2/2ma^2$, the curvature of this relation gives $m^*/m=1.395651$. The means of $u^2$ and $1/u^2$ give the same digits.

## 7. Why the lowest band is special

The periodic part of a Bloch state obeys $H_k=H+\hbar kp/m+\hbar^2k^2/2m$. The first-order term at $k=0$ vanishes because $u$ is real. Second-order perturbation theory in $k$ gives

$$\frac{m}{m^*}=1-\frac2m\sum_{n\ne0}\frac{|p_{n0}|^2}{E_n-E_0}. \tag{4}$$

For the lowest state every denominator is positive, so no term can raise the inverse mass. This confirms the inequality by another route, although it needs all the excited states.

For a higher band, states below it enter with the opposite sign. In the lattice of section 1, when it is weak, the second and third levels at $k=0$ are close to $\sin(2\pi x/a)$ and $\cos(2\pi x/a)$. The normalized cosine couples to the constant state with strength $-\sqrt2\,v/4$ across an energy of 4, and is raised by $v^2/32$; the sine is not. Couplings to $n=\pm2$ shift both equally at this order. For $v=5.197$ this second-order estimate puts the splitting at $0.84\,E_R$. The momentum element between the pure sine and cosine has magnitude $2\pi\hbar/a$, so its term in the analogue of (4) is $+16/0.84\approx19$. This estimate gives $m/m^*\approx20$, or $m^*/m\approx0.05$. Diagonalization gives 0.049. At this depth the estimate is only rough: it overstates both the splitting and the momentum element, and these errors partly cancel, so the closeness is partly luck. The third band is thus far lighter than $m$ in the same local potential.

## 8. Where locality matters

Add to $H$ an attraction that depends on the wave function at other points,

$$(W\psi)(x)=-\frac{W_0}{2s\sqrt\pi}\int e^{-(x-x')^2/4s^2}\,\psi(x')\,dx' .$$

Acting on $e^{ikx}$, it gives $-W_0e^{-s^2k^2}e^{ikx}$. Without a lattice the energy is $\hbar^2k^2/2m-W_0e^{-s^2k^2}$, and expanding the exponential yields

$$\frac{m}{m^*}=1+\frac{2mW_0s^2}{\hbar^2}.$$

For $W_0=2E_R$ and $s^2=0.5\,(a/\pi)^2$ this equals 2, so the mass is halved. With a lattice of depth $1E_R$ added, diagonalization gives $m^*/m=0.505$. The ground state is still nodeless, yet $\langle u^2\rangle\langle u^{-2}\rangle=1.015$. A nodeless state is not sufficient: the cancellation in section 3 fails, because $W(u\varphi)$ is not $\varphi\,Wu$.

## 9. A mercury atom in an optical lattice

For a neutral atom in a standing light wave, $V$ is a local potential and $m$ is the mass of the whole atom. Take rough round values: $m=200$ u $=3.321\times10^{-25}$ kg, light of 360 nm, hence $a=180$ nm, and $V_0/h=40$ kHz. Energies are quoted as $E/h$. Then

$$\frac{E_R}{h}=\frac{h}{8ma^2}=7.697\ \text{kHz},\qquad v=\frac{40}{7.697}=5.197 .$$

With $\langle u^2\rangle=1$, $u$ is 1.493 at the well centre and 0.447 at the barrier top, where the density is $(0.447/1.493)^2\approx9\%$ of its peak. The other mean is $\langle u^{-2}\rangle=1.941$, so

$$m^*=1.941\times200\ \text{u}=388\ \text{u}.$$

The sum in (4), including its prefactor, is 0.4849, and $1/(1-0.4849)=1.941$ again. Going from 17 plane waves and 64 mesh points to 33 and 128 changes $m^*/m$ by less than $10^{-14}$.

At the zone edge the upper bound is $7.697/1.941=3.965$ kHz and the lower is $4/\pi^2$ of that, 1.607 kHz. The computed rise is 1.931 kHz, nearer the nearest-neighbour shape than the parabola. At $k=\pi/4a$ the three values are 0.235, 0.241 and 0.248 kHz in rising order, so the parabola is 3% above the computed rise.

With $a$ and $m$ fixed, the depth acts as follows:

| $V_0/h$ (kHz) | $m^*/m$ | $1+v^2/32$ |
|---|---|---|
| 10 | 1.053 | 1.053 |
| 20 | 1.217 | 1.211 |
| 40 | 1.941 | 1.844 |
| 80 | 6.028 | 4.376 |

Several neglected effects can be sized for the 40 kHz lattice.

- **Gravity.** In a vertical lattice $mga/h=885$ Hz per period, 46% of the band width, so a band-bottom mass alone does not describe the motion. A horizontal lattice tilted by 1 mrad leaves 0.885 Hz. From $\hbar\dot k=F$, this force carries $k$ across the full zone $2\pi/a$ in $1/0.885\approx1.1$ s; the parabola serves for much shorter times.
- **Depth.** Where the beam is 5% weaker, $m^*/m$ is 1.841, lower by 5.2%.
- **Temperature.** At 20 nK, $kT/h=417$ Hz with $k$ here Boltzmann's constant. The mean of $E''(k)/\hbar^2$, weighted by the Boltzmann factor over the lowest band, is 0.80 of its value at the bottom. For a classical gas under a weak uniform force $F$, this mean times $F$ is the acceleration averaged over times long against the inverse band gap (about 50 µs for the 19.5 kHz gap at the zone edge) and short against the time to cross the zone. At the instant a force is switched on suddenly, the acceleration is $F/m$ with the bare mass, because the mean lattice force $\langle -V'\rangle$ vanishes in a Bloch state and needs time to build up. For an ideal Bose gas, free in the other two directions and at the density of $10^{12}$ cm$^{-3}$ assumed below, the ratio is 0.82.
- **Interactions.** For a condensate in mean field with a contact interaction, the shift is $(4\pi\hbar^2a_s n/m)\langle u^4\rangle/\langle u^2\rangle^2$, because both the density and the weight of the atom follow $u^2$. An assumed scattering length $a_s=5$ nm and mean density $n=10^{12}$ cm$^{-3}$ give 4.8 Hz, 0.25% of the band width. At 20 nK, however, this density is too low for condensation: an ideal Bose gas, free in the other two directions, would need about $6\times10^{12}$ cm$^{-3}$. For identical bosons that are not condensed, exchange doubles the shift, to about 10 Hz or 0.5% of the band width.

Mercury atoms are held in light near 360 nm in optical clocks, so the wavelength is realistic. The temperature is not typical: laser-cooled mercury is roughly at tens of microkelvin. At 30 µK, $kT/h$ would be about 625 kHz, well above the 40 kHz depth, and the lowest-band picture would not apply. The example therefore needs atoms much colder than these. Photon scattering is left out and has not been sized here.

Most of the computed values quoted are collected in the numerical output below.

## Numbers as computed

```
TESTS
random potentials, worst relative mass error: 9.2e-08
square barriers: well 0.6 a, barrier 0.4 a, height 30.0 hbar^2/(2 m a^2)
  m*/m from u: 1.395651, from dispersion: 1.395651
nonlocal case: W0 = 2.0 E_R, s^2 = 0.5 (a/pi)^2, lattice 1 E_R
  (adds -W0 exp(-s^2 k^2) to the kinetic energy)
  true m*/m: 0.5048, <u^2><1/u^2>: 1.0153
EXAMPLE: Hg atom, V = V0 sin^2(pi x/a), energies as E/h
mass m: 200 u = 3.3211e-25 kg
light wavelength: 360 nm, period a: 180 nm
recoil energy E_R: 7.6974 kHz
depth V0: 40.0 kHz = 5.1966 E_R
ground energy E0: 14.3859 kHz
u at well centre: 1.49272, at barrier top: 0.44669
<u^2>: 1.000000, <1/u^2>: 1.941441
m*/m from u: 1.941441, from curvature: 1.941441
effective mass m*: 388.3 u
perturbation sum: 0.484919, 1/(1-sum): 1.941441
shift of m*/m, 17 waves/64 points to 33/128: 7.3e-15
rise E(k)-E0 in kHz: lower bound, computed, upper bound
  k = 0.25 pi/a: 0.2353, 0.2407, 0.2478
  k = 0.50 pi/a: 0.8034, 0.8723, 0.9912
  k = 1.00 pi/a: 1.6069, 1.9311, 3.9648
third band at k = 0, m*/m: 0.0489
depth scan: V0 in kHz, m*/m from u, from curvature
  10: 1.0531, 1.0531
  20: 1.2169, 1.2169
  80: 6.0276, 6.0276
NEGLECTED EFFECTS
band width: 1931.1 Hz, gap at zone edge: 19.490 kHz
gravity per period, vertical lattice: 884.7 Hz
gravity per period, 1 mrad tilt: 0.885 Hz
m*/m at 5% smaller depth: 1.8409 (-5.18 %)
temperature 20 nK: kT/h = 416.7 Hz
  thermal mean of 1/mass over its k = 0 value: 0.7971
assumed scattering length 5 nm, density 1e+12 cm^-3
  mean-field shift: 4.81 Hz
```
